**Cooper pairs against independent bosons: algebra, gap and energy**

The program tests the reduced pairing model with pair operators $b_k=c_{-k\downarrow}c_{k\uparrow}$, coupling $\lambda=N_0V$, layer width $\Omega=2\omega$ (`W` and `w` in the code) and filling $f$. With explicit fermion matrices it asserts $b_k^2=0$, the commutator $1-n_{k\uparrow}-n_{-k\downarrow}$, and the reduced norm of two pairs in one collective mode. Numerical solution of the integral equations gives slopes of $-1$ for the logarithm of the gap and $-2$ for that of the one-pair binding, against $1/\lambda$; a gap equation restricted to the upper side also gives $-2$. At six fillings, quadrature confirms the closed forms for $\mu$ and $\Delta$ and the energy gain per pair $\varepsilon_c(1-f)$, where $\varepsilon_c$ is the binding of one pair in the empty layer. For $\omega=20$ meV and $\lambda=0.3$ the output shows a gap of 1.43 meV and a one-pair binding of 0.051 meV. Exact diagonalization of 12 levels puts the energy of several pairs above that of independent bosons in each case computed. Energies extrapolated from 8, 12 and 16 levels agree with the mean-field formula within the asserted tolerance of $0.003\,N_0\Omega^2$.

## Check in Python

```python
"""Cooper pairs are not independent bosons.
Result under test, for H = sum 2 eps b^+b - V sum b_k^+ b_k' with b = c_down c_up:
  b^2 = 0,  [b, b^+] = 1 - n_up - n_down,
  half filling gap      Delta = w / sinh(1/lam)         (exponent -1/lam),
  one pair, frozen sea  E_b = 2 w / (exp(2/lam) - 1)    (exponent -2/lam),
  any filling f: energy = N0 W^2 f^2 - N eps_c (1 - f), eps_c = 2W/(exp(2/lam)-1).
Symbols: lam = N0 V, N0 = levels per energy and spin, W = layer width = 2 w,
N = N0 W f = number of pairs, mu = chemical potential from the layer bottom.
"""
from functools import reduce
from itertools import combinations
import numpy as np
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.sparse import coo_matrix, diags
from scipy.sparse.linalg import eigsh


def embed(local_ops):
    return reduce(np.kron, local_ops)


def exact_ground(levels, pairs, V):
    """Lowest energy of hard-core pairs, by diagonalization in the pair space."""
    count = len(levels)
    states = np.array(sorted(sum(1 << i for i in c)
                             for c in combinations(range(count), pairs)))
    dim = len(states)
    diagonal = np.full(dim, -V * pairs, dtype=float)
    for i in range(count):
        diagonal += 2 * levels[i] * ((states >> i) & 1)
    rows, cols = [], []
    for p in range(count):
        for q in range(count):
            if p != q:
                ok = np.where(((states >> p) & 1 == 1) & ((states >> q) & 1 == 0))[0]
                rows.append(np.searchsorted(states, states[ok] - (1 << p) + (1 << q)))
                cols.append(ok)
    rows, cols = np.concatenate(rows), np.concatenate(cols)
    H = coo_matrix((np.full(len(rows), -float(V)), (rows, cols)), shape=(dim, dim))
    H = (H + diags(diagonal)).tocsr()
    if dim <= 1000:
        return np.linalg.eigvalsh(H.toarray())[0]
    return eigsh(H, k=1, which="SA", v0=np.ones(dim))[0][0]


# ---- fermion algebra with explicit matrices: three levels, six fermion modes
lower = np.array([[0., 1.], [0., 0.]])
sign = np.diag([1., -1.])
one = np.eye(2)
c = [embed([sign] * m + [lower] + [one] * (5 - m)) for m in range(6)]
n = [x.T @ x for x in c]
b = [c[2 * j + 1] @ c[2 * j] for j in range(3)]
identity = np.eye(64)
for i in range(3):
    assert np.allclose(b[i] @ b[i], 0)
    for j in range(3):
        comm = b[i] @ b[j].T - b[j].T @ b[i]
        expected = (identity - n[2 * i] - n[2 * i + 1]) if i == j else 0 * identity
        assert np.allclose(comm, expected)
        assert np.allclose(b[i] @ b[j], b[j] @ b[i])

# collective pair mode: double occupation allowed, but with a reduced norm
g = np.array([0.5, 0.7, np.sqrt(1 - 0.25 - 0.49)])
P = sum(g[j] * b[j] for j in range(3))
vacuum = np.zeros(64)
vacuum[0] = 1.0
two_pairs = P.T @ P.T @ vacuum
norm_two = two_pairs @ two_pairs
assert abs(norm_two - 2 * (1 - np.sum(g**4))) < 1e-12

# mean commutators in an explicit BCS state
v = np.array([0.9, 0.6, 0.2])
u = np.sqrt(1 - v**2)
bcs = vacuum.copy()
for j in range(3):
    bcs = u[j] * bcs + v[j] * (b[j].T @ bcs)
for j in range(3):
    mean = bcs @ (b[j] @ b[j].T - b[j].T @ b[j]) @ bcs
    assert abs(mean - (1 - 2 * v[j]**2)) < 1e-12
mean = bcs @ (P @ P.T - P.T @ P) @ bcs
assert abs(mean - np.sum(g**2 * (1 - 2 * v**2))) < 1e-12

# ---- same Hamiltonian for fermion pairs and for true bosons, two pairs
small = np.array([0.5, 1.5, 2.5])
Bsum = sum(b)
H_fermion = sum(small[j] * (n[2 * j] + n[2 * j + 1]) for j in range(3)) - Bsum.T @ Bsum
keep = np.where(np.abs(np.diag(sum(n)) - 4) < 1e-9)[0]
E_fermion = np.linalg.eigvalsh(H_fermion[np.ix_(keep, keep)])[0]
boson = np.diag([1., np.sqrt(2.)], 1)     # occupation up to 2: complete for two bosons
a = [embed([boson if m == j else np.eye(3) for m in range(3)]) for j in range(3)]
Asum = sum(a)
H_boson = sum(2 * small[j] * a[j].T @ a[j] for j in range(3)) - Asum.T @ Asum
number = np.diag(sum(x.T @ x for x in a))
keep = np.where(np.abs(number - 2) < 1e-9)[0]
E_boson = np.linalg.eigvalsh(H_boson[np.ix_(keep, keep)])[0]
assert abs(E_fermion - exact_ground(small, 2, 1.0)) < 1e-10
assert abs(E_boson - 2 * exact_ground(small, 1, 1.0)) < 1e-10
assert E_fermion > E_boson + 0.1

# flat levels: blocking removes one channel for each pair already present
for pairs in range(1, 9):
    assert abs(exact_ground(np.zeros(8), pairs, 1.0) + pairs * (8 - pairs + 1)) < 1e-9


# ---- exponents from numerical solution of the integral equations (w = 1)
def solve_scale(kernel, lam):
    def mismatch(log_x):
        x = np.exp(log_x)
        return lam * quad(lambda xi: kernel(xi, x), 0, 1, limit=300)[0] - 1
    return np.exp(brentq(mismatch, -20, 1, xtol=1e-12))


kernels = {
    "gap, both sides": lambda xi, x: 1 / np.sqrt(xi**2 + x**2),
    "gap, upper side only": lambda xi, x: 0.5 / np.sqrt(xi**2 + x**2),
    "one pair": lambda xi, x: 1 / (2 * xi + x),
}
slopes = {}
for name, kernel in kernels.items():
    low, high = solve_scale(kernel, 0.16), solve_scale(kernel, 0.20)
    slopes[name] = np.log(low / high) / (1 / 0.16 - 1 / 0.20)
assert abs(slopes["gap, both sides"] + 1) < 1e-3
assert abs(slopes["gap, upper side only"] + 2) < 1e-3
assert abs(slopes["one pair"] + 2) < 1e-3

# ---- worked example
w, lam = 20.0, 0.3          # meV, dimensionless
W, x = 2 * w, 1 / lam
gap = w / np.sinh(x)
E_b = 2 * w / np.expm1(2 * x)
eps_c = 2 * W / np.expm1(2 * x)
assert abs(solve_scale(kernels["gap, both sides"], lam) * w / gap - 1) < 1e-6
assert abs(solve_scale(kernels["one pair"], lam) * w / E_b - 1) < 1e-6
# one pair on a discrete ladder; spacing is about E_b/5, so expect below 1 percent
size = 2000
ladder = (np.arange(size) + 0.5) * w / size
matrix = np.diag(2 * ladder) - lam * w / size
E_b_matrix = -eigh(matrix, eigvals_only=True, subset_by_index=[0, 0])[0]
assert abs(E_b_matrix / E_b - 1) < 1e-2

nodes, weights = np.polynomial.legendre.leggauss(300)


def mean_field(f):
    """Closed-form mu, Delta; quadrature tests of gap, number and energy."""
    D = W * np.sqrt(f * (1 - f)) / np.sinh(x)
    mu = W / 2 + W * (f - 0.5) / np.tanh(x)
    t0, t1 = np.arcsinh(-mu / D), np.arcsinh((W - mu) / D)
    t = 0.5 * (t1 - t0) * nodes + 0.5 * (t1 + t0)
    xi = D * np.sinh(t)                     # grid graded around mu
    dxi = 0.5 * (t1 - t0) * weights * D * np.cosh(t)
    E = np.sqrt(xi**2 + D**2)
    occupied = np.where(xi > 0, D**2 / (2 * E * (E + np.abs(xi))), 0.5 * (1 - xi / E))
    assert abs(lam * np.sum(dxi / (2 * E)) - 1) < 1e-8
    assert abs(np.sum(dxi * occupied) / (W * f) - 1) < 1e-7
    energy = np.sum(dxi * 2 * (xi + mu) * occupied) - D**2 / lam
    binding = (W**2 * f**2 - energy) / (W * f)
    assert abs(binding / (eps_c * (1 - f)) - 1) < 1e-5
    threshold = 2 * (D if mu >= 0 else np.hypot(mu, D))
    mode = D**2 / E**2                      # proportional to (u v)^2
    commutator = np.sum(dxi * mode * xi / E) / np.sum(dxi * mode)
    return mu, D, threshold, binding, commutator


f_edge = 1 / (np.exp(2 * x) + 1)
fillings = [1e-5, 1e-4, f_edge, 0.01, 0.1, 0.5]
table = [mean_field(f) for f in fillings]
assert abs(table[2][0]) < 1e-9              # mu at the layer bottom
assert abs(table[0][2] / eps_c - 1) < 0.05 and table[0][4] > 0.95
assert abs(table[-1][1] / gap - 1) < 1e-10 and abs(table[-1][4]) < 1e-9
assert abs(table[-1][3] / E_b - 1) < 1e-5

# ---- exact many-pair energies, V = level spacing = 1, extrapolated to many levels
sizes = np.array([8, 12, 16])
limits = {}
for f in (0.25, 0.5):
    scaled = [exact_ground(np.arange(L) + 0.5, int(f * L), 1.0) / L**2 for L in sizes]
    extrapolated = np.polyfit(1 / sizes, scaled, 2)[-1]
    predicted = f**2 - 2 / np.expm1(2.0) * f * (1 - f)
    # three sizes leave a remainder of order 1/(8*12*16), about 7e-4
    assert abs(extrapolated - predicted) < 3e-3
    limits[f] = (extrapolated, predicted)
finite = {N: exact_ground(np.arange(12) + 0.5, N, 1.0) for N in (1, 2, 3, 4, 6)}
for N in (2, 3, 4, 6):
    assert finite[N] > N * finite[1]

print("Two pairs in one collective mode, squared norm (bosons: 2):")
print(f"  g = {g[0]:.4f}, {g[1]:.4f}, {g[2]:.4f}; squared norm = {norm_two:.4f}")
print("Two pairs on levels 0.5, 1.5, 2.5 with V = 1 (units of spacing):")
print(f"  fermion pairs {E_fermion:.4f}, true bosons {E_boson:.4f}")
print("Slope of ln(scale) against 1/lambda, lambda from 0.16 to 0.20:")
for name, slope in slopes.items():
    print(f"  {name}: {slope:.4f}")
print(f"Half-width w = {w:.1f} meV, layer width W = {W:.1f} meV, lambda = {lam:.2f}")
print(f"1/lambda = {x:.4f}, sinh(1/lambda) = {np.sinh(x):.4f}")
print(f"exp(2/lambda) = {np.exp(2 * x):.2f}")
print(f"Gap Delta at half filling = {gap:.4f} meV")
print(f"Weak-coupling gap 2w exp(-1/lambda) = {2 * w * np.exp(-x):.4f} meV")
print(f"Pair-breaking threshold 2 Delta = {2 * gap:.4f} meV")
print(f"One-pair binding E_b, frozen sea = {E_b:.5f} meV")
print(f"E_b from {size}-level matrix = {E_b_matrix:.5f} meV")
print(f"Ratio Delta/E_b = {gap / E_b:.2f}")
print(f"One-pair binding eps_c, empty layer = {eps_c:.5f} meV")
print(f"Condensation energy per pair, half filling = {table[-1][3]:.5f} meV")
print(f"Weak-coupling estimate Delta^2/(2w) = {gap**2 / (2 * w):.5f} meV")
print(f"Filling where mu reaches the layer bottom = {f_edge:.6f}")
print("filling | mu, Delta, threshold, binding per pair (meV) | mean commutator")
for f, (mu, D, threshold, binding, commutator) in zip(fillings, table):
    print(f"  {f:.6f} | {round(mu, 5) + 0.0:.5f}, {D:.5f}, {threshold:.5f}, "
          f"{binding:.5f} | {round(commutator, 4) + 0.0:.4f}")
print("12 levels, V = spacing: N, exact energy, N x one-pair energy (spacings)")
for N, energy in finite.items():
    print(f"  {N}, {energy:.4f}, {N * finite[1]:.4f}")
print("Energy/(N0 W^2) at lambda = 1: filling, extrapolated exact, mean field")
for f, (extrapolated, predicted) in limits.items():
    print(f"  {f:.2f}, {extrapolated:.5f}, {predicted:.5f}")
print("every check passed")
```

Printed output:

```
Two pairs in one collective mode, squared norm (bosons: 2):
  g = 0.5000, 0.7000, 0.5099; squared norm = 1.2596
Two pairs on levels 0.5, 1.5, 2.5 with V = 1 (units of spacing):
  fermion pairs 1.2215, true bosons -1.5569
Slope of ln(scale) against 1/lambda, lambda from 0.16 to 0.20:
  gap, both sides: -1.0000
  gap, upper side only: -2.0000
  one pair: -2.0000
Half-width w = 20.0 meV, layer width W = 40.0 meV, lambda = 0.30
1/lambda = 3.3333, sinh(1/lambda) = 13.9980
exp(2/lambda) = 785.77
Gap Delta at half filling = 1.4288 meV
Weak-coupling gap 2w exp(-1/lambda) = 1.4270 meV
Pair-breaking threshold 2 Delta = 2.8576 meV
One-pair binding E_b, frozen sea = 0.05097 meV
E_b from 2000-level matrix = 0.05065 meV
Ratio Delta/E_b = 28.03
One-pair binding eps_c, empty layer = 0.10194 meV
Condensation energy per pair, half filling = 0.05097 meV
Weak-coupling estimate Delta^2/(2w) = 0.05104 meV
Filling where mu reaches the layer bottom = 0.001271
filling | mu, Delta, threshold, binding per pair (meV) | mean commutator
  0.000010 | -0.05057, 0.00904, 0.10274, 0.10194 | 0.9948
  0.000100 | -0.04696, 0.02857, 0.10994, 0.10193 | 0.9509
  0.001271 | 0.00000, 0.10181, 0.20362, 0.10181 | 0.6360
  0.010000 | 0.35005, 0.28432, 0.56865, 0.10092 | 0.2542
  0.100000 | 3.95922, 0.85727, 1.71453, 0.09175 | 0.0647
  0.500000 | 20.00000, 1.42878, 2.85756, 0.05097 | 0.0000
12 levels, V = spacing: N, exact energy, N x one-pair energy (spacings)
  1, -3.7074, -3.7074
  2, -4.7182, -7.4148
  3, -3.0503, -11.1222
  4, 1.2881, -14.8297
  6, 17.9610, -22.2445
Energy/(N0 W^2) at lambda = 1: filling, extrapolated exact, mean field
  0.25, 0.00382, 0.00381
  0.50, 0.17176, 0.17174
every check passed
```
